Trap energy from a thermally stimulated current peak at 400 K

**The problem**

Holes are trapped in the thermal oxide of a silicon MOS capacitor. The capacitor is cooled, a constant voltage is applied, and the temperature is raised at β = 1 K/s. Escaping holes drift out of the oxide and give a current whose maximum lies at Tm = 400 K. Suppose that all traps have the same depth, that escape is a first-order process, and that the attempt rate is ν = 1×10¹³ s⁻¹. What activation energy E does the peak imply? Is "near 1.1 eV" a fair statement, and what must be known for it to hold?

Let n be the number of trapped holes per unit area and R the escape probability per unit time of one hole. The model is

dn/dt = −R(T) n, R(T) = ν exp(−E/kT), T = T₀ + βt.

E is the barrier between the trapped state and the oxide valence band at the applied field, and k is Boltzmann's constant. Energies are in eV, so kTm = 0.03447 eV. The attempt rate is constant, and a hole that has escaped is not trapped again.

The current is taken as proportional to −dn/dt. This requires the transit of a free hole to be short compared with the time of escape, and the mean distance travelled per hole to stay the same while the traps empty. The factor of proportionality then changes the height of the peak but not its position.

**First estimate by scaling**

The only time that can be formed from the ramp and the peak temperature is Tm/β = 400 s. At a much lower temperature the holes do not escape in this time; at a much higher one they have already gone. The peak should therefore lie roughly where one escape time equals this ramp time:

R(Tm) Tm/β ≈ 1.

Inserting R and taking the logarithm gives

E ≈ kTm ln(νTm/β).

Here νTm/β = 4.00×10¹⁵, with logarithm 35.93, so that

E ≈ 0.03447 eV × 35.93 ≈ 1.24 eV.

The estimate shows why E is a few tens of kTm, and why it depends only logarithmically on ν and β. Its weak point is the choice of time. The escape rate rises steeply with temperature, so most holes leave in a small part of the 400 s.

**Exact solution of the model**

Since dT = β dt, the decay law in terms of temperature is

dn/dT = −(R/β) n.

Dividing by n and integrating from the starting temperature, where n = n₀, gives

n(T) = n₀ exp[−I(T)], I(T) = (1/β) ∫ R(T′) dT′ from T₀ to T.

The signal is S = Rn. By the product rule,

dS/dT = n dR/dT + R dn/dT.

From R = ν exp(−E/kT) follows dR/dT = R E/(kT²), and the decay law supplies dn/dT. Hence

dS/dT = S [E/(kT²) − R(T)/β].

The first term in the bracket falls with temperature and the second rises, so they cross once. Below the crossing the signal grows and above it the signal falls, so the crossing is a maximum:

E/(kTm²) = R(Tm)/β.

The starting temperature has dropped out, provided that the ramp begins below Tm. If it begins above, the signal falls from the start.

Now define x = E/(kTm). The left side is x/Tm, and therefore

x/Tm = (ν/β) exp(−x),

x exp(x) = νTm/β.

For positive x the left side increases steadily from zero, so each positive value of νTm/β has one solution. The function that inverts x exp(x) is the Lambert function W, and

E = kTm W(νTm/β).

For a hand calculation, take the logarithm and write the equation as

x = ln(νTm/β) − ln x.

Start with the scaling value x = 35.9251 on the right and repeat. The successive values are 32.3436, 32.4487, 32.4454 and 32.4455. The convergence is fast because the right side has derivative −1/x: near the solution, each step multiplies the error by about −1/32. The result is

E = 0.03447 eV × 32.4455 = 1.118 eV = 1.79×10⁻¹⁹ J.

"Near 1.1 eV" is thus correct for the stated attempt rate. As an independent check, emission curves were computed by integrating the decay law numerically, and E was adjusted until the maximum fell at 400 K. This also gave 1.118 eV.

**Comparison of the two**

The scaling estimate is too large by 0.12 eV, or 11 percent of the exact value. The difference can be read from the equation for x:

E(scaling) − E = kTm ln x.

With ln x = 3.48 this is indeed 0.12 eV. The missing logarithm comes from the time scale. At the peak,

R(Tm) = βx/Tm = 0.0811 s⁻¹,

so one escape time is about 12 s, not 400 s. This is the time in which the ramp covers Tm/x = 12 K, the interval over which R changes by about a factor e. Using this shorter time in the scaling argument gives R(Tm) Tm/(βx) = 1, which is the exact condition.

The relative error of the first estimate is (ln x)/x. It becomes small for very large x, but slowly. In the opposite limit, νTm/β ≪ 1, W(z) approaches z and the logarithmic estimate becomes negative and useless. That limit does not describe a trap with a barrier much higher than kT.

**What the peak temperature does not determine**

One temperature cannot fix two unknowns. To see the price of assuming ν, differentiate

x + ln x = ln ν + ln Tm − ln β

at fixed Tm and β:

(1 + 1/x) dx = d ln ν.

Since dE = kTm dx,

dE/d ln ν = kTm x/(x + 1) = 0.0334 eV.

The derivative with respect to ln β is the same with a minus sign. A factor of ten in ν therefore moves E by 0.077 eV. The full formula gives 1.04 eV for ν = 10¹² s⁻¹ and 1.20 eV for 10¹⁴ s⁻¹. If "1.1 eV" means a value between 1.05 and 1.15 eV, ν must lie between about 1.3×10¹² and 2.6×10¹³ s⁻¹.

For an error in temperature, hold ν and β fixed. Then dx/dTm = x/[(x + 1)Tm]. Applying the product rule to E = kTm x gives

dE/dTm = kx + kx/(x + 1) = kx(x + 2)/(x + 1) = 2.88 meV/K.

If the thermometer runs 5 K ahead of the oxide, the energy is read too high by 14 meV. This is less than the effect of a factor of two in ν, which is 0.0334 eV × ln 2 = 23 meV.

A second heating rate removes the need to assume ν. Taking the logarithm of the peak condition and collecting terms gives

ln(β/Tm²) = ln(νk/E) − E/(kTm).

Write this for two ramps on the same traps and subtract. The term with ν cancels:

E = k ln[β₁T₂²/(β₂T₁²)] / (1/T₂ − 1/T₁).

At β₂ = 0.1 K/s the model peak lies at T₂ = 374.89 K. The logarithm is ln(10 × 374.89²/400²) = 2.173, the difference of inverse temperatures is 1.674×10⁻⁴ K⁻¹, and E is again 1.118 eV.

The price is sensitivity to small temperature errors, because the result rests on a difference of only 25 K. If the slower peak is read 1 K too low, the formula returns 1.07 eV. Inserting that energy in the peak condition at 400 K then gives ν = 2.4×10¹² s⁻¹, about a quarter of the true value. A single peak with known ν would suffer only 3 meV from the same error of 1 K.

**The shape of the peak**

The width carries further information. First find how many holes remain at the maximum. With u = E/(kT), dT = −(E/k) du/u². For a start far below the peak,

I(Tm) = [νE/(kβ)] ∫ exp(−u) u⁻² du from x to ∞.

Repeated integration by parts gives the large-x series

∫ exp(−u) u⁻² du = exp(−x) x⁻² (1 − 2/x + 6/x² − …).

Since E/k = xTm, the prefactor becomes νTm exp(−x)/(βx), which is one by the peak condition. Hence

I(Tm) = 1 − 2/x + 6/x² − … ≈ 0.944,

n(Tm)/n₀ ≈ exp(−0.944) = 0.389.

Direct integration of the decay law also gives 0.389. About 61 percent of the holes have left when the current is largest.

Near the maximum, put T = Tm(1 + y/x), with y of order one. Then

E/(kT) = x/(1 + y/x) = x − y + terms of order 1/x.

To leading order R is multiplied by exp(y), and I(T) becomes exp(y). The signal divided by its maximum is

S/Smax = exp[1 + y − exp(y)].

Half height requires 1 + y − exp(y) = −ln 2, with roots y = −1.46 and y = 0.99. The high-temperature side is steeper because the supply of holes runs out. The difference of the roots, before rounding, is 2.446, so the full width at half height is

ΔT ≈ 2.446 Tm/x = 30.2 K.

The full first-order curve has a width of 29.0 K. The leading formula is 4 percent too large relative to this value, consistent with neglected terms of order 1/x.

**Two changes of the kinetics**

An attempt rate obtained from detailed balance with a band may vary as T². Let it have the value ν at Tm. The logarithmic derivative of R then gains 2/T, and the peak condition becomes

x + 2 = (νTm/β) exp(−x).

Multiplying by exp(x + 2) gives (x + 2) exp(x + 2) = exp(2) νTm/β, so

x = W[exp(2) νTm/β] − 2.

The energy is 1.116 eV, lower by 2 meV. The assumed temperature dependence matters far less than the assumed magnitude.

A second-order law, dn/dt = −R n²/n₀, describes a different loss process. All traps are filled at the start, and a freed hole is either retrapped or lost at a recombination centre. The centres are as numerous as the trapped holes, and both captures have the same coefficient. The law does not describe holes that are retrapped while drifting to a contact. Such retrapping slows the emptying, so a peak at 400 K then implies a smaller E. Its solution is n = n₀/(1 + I). The signal, here the recombination rate −dn/dt, is proportional to R/(1 + I)², and its maximum obeys

E/(kTm²) = 2R/[β(1 + I)].

Let a = R Tm/(βx), which was one in the first-order case. The condition becomes 1 + I = 2a, while the series above gives I ≈ a(1 − 2/x). Thus a ≈ 1/(1 + 2/x) ≈ 1 − 2/x. The rate at the peak is lower by about 6 percent, and E must be higher by about kTm × 2/x = 2 meV. The numerical solution is 1.120 eV.

The peak position thus hardly distinguishes the two laws. The width does: it is 41 K for second order against 29 K for first order, both with the maximum at 400 K. This distinction presupposes a single trap energy.

**The oxide as a real case**

Take an oxide 50 nm thick, a field F = 0.5 MV/cm and 2×10¹¹ trapped holes per cm². These are rough values for a thick gate oxide after irradiation; many modern gate oxides are much thinner. The field is far below breakdown, which is roughly 10 MV/cm. Hole traps in such oxides cover a range of energies, and a depth near 1.1 eV belongs to the shallower part. The assumption that an amorphous oxide most clearly breaks is that of one sharp energy. With a Gaussian spread of standard deviation 0.05 eV around 1.118 eV, the computed peak moves to 396 K and its width grows to 51 K. Analysed as a single level, the peak position gives 1.107 eV, an error of only 12 meV.

The width is a much poorer guide here. Solving the single-level width formula for energy, E ≈ 2.446 kTm²/ΔT, with the broadened peak gives about 0.65 eV. Nor does a wide peak by itself prove second-order kinetics.

The assumptions about transport can also be sized. A rough effective hole mobility of 10⁻⁵ cm²/Vs gives a drift velocity of 5 cm/s and a transit time of 1 µs, far below the escape time of 12 s. Take a capture cross-section of 10⁻¹⁴ cm², defined for the net flux of holes through the film, and suppose that all traps were filled at the start. The empty traps then never outnumber the holes first trapped, and the chance of recapture on a full crossing is at most about 10⁻¹⁴ × 2×10¹¹ = 0.002. A reduction of the escape rate by this fraction changes E by less than 0.1 meV. For these inputs, strong retrapping is not the relevant limit. An empty trap that attracts the hole can have a much larger cross-section, near 10⁻¹² cm² at this field. Recapture is then no longer negligible, although its effect on E is still below 10 meV.

**Holes lost by tunnelling to the interfaces**

A hole at distance s from an interface can leave by tunnelling. For a flat barrier of height E and a hole mass m of half the free-electron mass, the rate is approximately ν exp(−2κs), with

κ = √(2mE)/ħ = 3.83 nm⁻¹.

After time t the fraction emptied at s is 1 − exp[−νt exp(−2κs)]. Integrating over s with the substitution w = νt exp(−2κs) gives, for νt ≫ 1, an emptied depth

s₀ = [ln(νt) + 0.577]/(2κ).

The ramp from 300 K to the peak lasts 100 s, so νt = 10¹⁵ and s₀ = 4.6 nm. If the traps are uniform in depth, the two interface regions contain 18 percent of them. Tunnelling also goes on before the ramp: after one hour of waiting the emptied depth is already about 5 nm, and the ramp then adds almost nothing. The loss mainly reduces the peak area; it does not change the escape barrier in the interior. In a much thinner oxide, tunnelling could empty most traps before the thermal peak. Thermal escape before the ramp is smaller: one hour at 300 K removes 0.6 percent for a single level, and about 3 percent with the energy spread assumed above.

**Is 1.12 eV the zero-field depth?**

The field can make the measured barrier smaller than the trap depth. The size of the effect depends on the charge of the centre after the hole has left.

If the centre is positive with its hole and neutral without it, no long-range Coulomb force holds the departing hole. The field still turns the barrier into a triangle, and a thermally excited hole can tunnel through its upper part. Let the hole have an energy ukT below the top. The barrier there has width ukT/(qF), where q is the elementary charge. Integrating the decay constant across it gives the transmission

exp(−K u^(3/2)), K = 4√(2m) (kT)^(3/2)/(3ħqF),

with energies in joules. Compared with a hole at the top, the thermal weight is larger by exp(u). If holes strike the barrier with a thermal distribution of energies, the escape rate is multiplied by

G = 1 + ∫ exp(u − K u^(3/2)) du from 0 to x.

At 400 K and 0.5 MV/cm, G = 5.7. To keep the peak at 400 K the depth must be larger, and the full calculation gives 1.18 eV instead of 1.12 eV. Most of this increase is the shift for a larger prefactor, 0.0334 eV × ln 5.7 = 0.058 eV. This is a one-dimensional estimate, in which every hole leaves along the field. If holes leave equally in all directions, and only the field component along each direction thins the barrier, G falls to about 1.9 and the depth to about 1.14 eV. Both estimates treat the trap's energy distribution as thermal and continuous and ignore details of lattice relaxation. They also use a semiclassical transmission that is one at and above the top. The exact transmission for a well with an abrupt edge changes the one-dimensional G to about 4, or to about 9 if it is measured against the exact zero-field transmission, which moves the depth by 0.01 to 0.02 eV. Finally, they treat the escaping hole as a band carrier of fixed mass, whereas the low mobility used above describes a hole that hops between self-trapped sites. The result is therefore an indication of size only.

If the centre is negative after the hole has left, it attracts the hole. With ε the optical permittivity, 2.1 times that of vacuum, the hole's potential energy is

U(s) = −q²/(4πεs) − qFs.

Setting dU/ds = 0 gives s² = q/(4πεF). The two terms are equal there, so the top lies below its zero-field value by

ΔE = 2qFs = q√[qF/(πε)] = 0.37 eV.

If every hole left along the field, the zero-field depth would then be 1.118 + 0.370 = 1.49 eV, without tunnelling. In other directions the barrier is lowered less. Let the lowering vary as the square root of the field component along the direction of escape, and let it be zero for directions against the field. Averaging the escape rate over all directions then gives a depth of about 1.41 eV. The optical permittivity applies if the hole passes the top too quickly for the ions to respond. If the ions follow the hole, the static value, 3.9 times that of vacuum, applies instead; the lowering along the field is then 0.37 eV × √(2.1/3.9) = 0.27 eV and the depth 1.39 eV, or about 1.32 eV with the average over directions. A free band hole crosses 1 nm in about 10⁻¹⁴ s, comparable to a lattice vibration period. A hole with the mobility used above needs about 10⁻⁸ s, so for hopping escape the static value is the consistent choice. This correction must not be applied to the neutral-after-escape centre. The two corrections must not simply be added either, since the first was calculated for a triangular barrier without Coulomb attraction.

Charge on the centres also changes the field. The first kind of centre is charged before its hole leaves, the second kind afterwards. With all 2×10¹¹ centres per cm² charged and spread uniformly, the field differs by 0.09 MV/cm between the two sides of the oxide. This is a variation of about ±9 percent around the mean. Because ΔE varies as √F, the Coulomb lowering would be spread by at most about ±17 meV, a limit approached when nearly all holes have left.

For these inputs, the charge state of the empty trap therefore matters more to the zero-field depth than a decade in ν. The values used here are listed in the numerical output below.

Table of computed values

```
Peak temperature: 400 K; heating rate: 1.0 K/s
Attempt rate: 1.0e+13 1/s
Thermal energy kTm: 0.03447 eV
nu Tm/beta: 4.00e+15; its logarithm: 35.9251
Hand iterates of x: 35.9251, 32.3436, 32.4487, 32.4454, 32.4455
x from Lambert function: 32.4455
Activation energy from formula: 1.1184 eV = 1.792e-19 J
Activation energy from simulated curve: 1.1184 eV
Emission rate at peak: 0.0811 1/s
Energy if nu = 1e12 1/s: 1.0415 eV
Energy if nu = 1e14 1/s: 1.1954 eV
dE/d ln(nu): 0.03344 eV; per decade: 0.0770 eV
dE/dTm: 2.880 meV/K; for 5 K lag: 14.4 meV
Fraction still trapped at peak: 0.3893; series: 0.3890
Width factor: 2.4464
Full width at half height, leading formula: 30.16 K
Full width at half height, simulated: 28.95 K
Peak at 0.1 K/s: 374.89 K
Energy from two heating rates: 1.1184 eV
Same with slow peak read 1 K low: 1.0700 eV, nu 2.35e+12 1/s
Energy if nu varies as T squared: 1.1164 eV
Energy for second-order decay: 1.1202 eV; width 40.98 K
Oxide thickness: 50 nm; field: 0.5 MV/cm
Trapped holes: 2.0e+11 1/cm2; hole mass: 0.5 electron masses
Hole mobility: 1.0e-05 cm2/Vs; transit time: 1.0e-06 s
Capture cross-section: 1.0e-14 cm2; retrapping bound: 2.0e-03
Energy shift from that retrapping: 0.067 meV
Static permittivity: 3.9; optical permittivity: 2.1
Field change across oxide from trapped holes: 0.093 MV/cm
Gaussian energy spread (standard deviation): 0.050 eV
Peak with spread: 395.88 K; width: 51.18 K
Apparent energy with spread: 1.1065 eV
Ramp time from 300 K to peak: 100 s
Tunnelling decay constant kappa: 3.831 1/nm
Depth emptied by tunnelling at each interface: 4.58 nm
Oxide fraction emptied at two interfaces: 18.3 %
Thermal loss in 1 h at 300 K before ramp: 0.58 %
Assisted-tunnelling rate enhancement at peak: 5.73
Depth inferred with assisted tunnelling: 1.1793 eV
Depth increase from assisted tunnelling: 0.0609 eV
Coulomb barrier lowering, if present: 0.3703 eV
Zero-field depth for such a Coulomb centre: 1.4887 eV
```
